# Adatom Density in Balance with a Circular Monolayer Island

A flat crystal terrace carries one island, a single atom high and circular, of radius \(r\). Single adatoms wander over the terrace, and can join the island at its edge or leave it. The problem is to find how dense the adatom gas must be for gains and losses to balance, and what kind of balance this is.

The model is as follows. Each island atom occupies an area \(\Omega\). The edge costs a free energy \(\gamma\) per unit length, the line tension, which is taken at the temperature \(T\) of interest and at first does not depend on edge direction or on \(r\). There is no misfit strain. The adatoms do not interact, except that two cannot share a site, and they sit equally well on the lower terrace and on top of the island. Growth of the island therefore leaves the number of adatom sites, \(S\), unchanged. Energies are counted from that of one adatom on a terrace; an atom deep inside a large island has energy \(-E_f\). Vibrational free energies are taken as equal for the two.

For numbers, take the atomic area of the tungsten (110) face together with trial energies: \(\Omega=0.071\ \mathrm{nm^2}\), \(\gamma=1.5\ \mathrm{eV/nm}\), \(E_f=2\ \mathrm{eV}\) and \(T=1200\ \mathrm{K}\), so that \(kT=0.1034\ \mathrm{eV}\). They are illustrative inputs, not measured results.

**(a) What is the chemical potential of an atom in the island? Is it the same at every point of the edge?**

An island of \(N\) atoms has area \(N\Omega=\pi r^2\), so \(r=\sqrt{\Omega N/\pi}\). Its free energy is the interior part plus the edge part:

\[
F_{\rm isl}(N)=-E_fN+2\pi r\gamma=-E_fN+2\gamma\sqrt{\pi\Omega N}.
\]

For a large island the cost of one more atom is the derivative,

\[
\mu_{\rm isl}=-E_f+\gamma\sqrt{\frac{\pi\Omega}{N}} .
\]

Inserting \(N=\pi r^2/\Omega\) turns the root into \(\Omega/r\), and

\[
\mu_{\rm isl}=-E_f+\frac{\Omega\gamma}{r}.
\]

The second term is positive because an added atom enlarges the island and so lengthens its edge. At \(r=10\) nm it is \(0.071\times1.5/10=0.01065\) eV.

This derivative assumed that the island stays circular, whereas growth may be uneven along the edge. Let the edge become \(R(\varphi)=r+\delta f(\varphi)\), where \(f\) is any smooth bump and \(\delta\) is small. To first order in \(\delta\), the slope \(R'\) does not enter the perimeter \(P=\int\sqrt{R^2+R'^2}\,d\varphi\), since it appears squared. Hence

\[
dP=\delta\int f\,d\varphi,\qquad
dA=d\left(\tfrac12\int R^2d\varphi\right)=r\,\delta\int f\,d\varphi,
\qquad \frac{dP}{dA}=\frac1r .
\]

The result does not depend on where the bump is, nor on its width as long as its slopes are small. A single atom stuck to a smooth edge is not such a bump and costs more at first. The chemical potential describes the average over many arrivals and departures, with the edge free to rearrange. All points of a circular edge have the same chemical potential, as equilibrium with a uniform gas requires.

**(b) What is the chemical potential of the adatom gas?**

Place \(n\) adatoms on \(S\) sites. All arrangements have energy zero, so the free energy is \(F_{\rm gas}=-kT\ln\binom{S}{n}\). With Stirling's formula, \(\ln m!\approx m\ln m-m\),

\[
F_{\rm gas}=-kT\,[S\ln S-n\ln n-(S-n)\ln(S-n)].
\]

Differentiating with respect to \(n\), the constants \(+1\) and \(-1\) cancel:

\[
\mu_{\rm gas}=kT[\ln n-\ln(S-n)]=kT\ln\frac{\theta}{1-\theta},\qquad \theta=\frac nS .
\]

For a dilute gas, \(\theta\ll1\), this becomes \(\mu_{\rm gas}=kT\ln\theta\). The density per area is \(c=\theta/\Omega\), with one adatom site per atomic area.

**(c) Find the adatom density that balances the island, relative to that which balances a straight step. Examine large and small radii, and a circular hole in place of the island.**

Moving one atom from gas to island changes the total free energy by \(\mu_{\rm isl}-\mu_{\rm gas}\). In balance this vanishes:

\[
kT\ln\theta(r)=-E_f+\frac{\Omega\gamma}{r}.
\]

A straight step is the limit \(r\to\infty\), where \(\theta_0=e^{-E_f/kT}\). Subtracting \(kT\ln\theta_0=-E_f\) gives

\[
\frac{\theta(r)}{\theta_0}=\frac{c(r)}{c_0}
=\exp\left(\frac{\Omega\gamma}{r\,kT}\right)=e^{\ell/r},
\qquad \ell=\frac{\Omega\gamma}{kT}.
\]

This is the Gibbs–Thomson relation for a monolayer island. The energy \(E_f\) has cancelled. Unequal vibrational factors would add a constant to \(-E_f\), changing \(\theta_0\) but not the ratio.

The capillary length \(\ell\) sets the scale. Here \(\ell=0.071\times1.5/0.10341=1.03\) nm. For \(r\gg\ell\) the exponential may be expanded, \(c/c_0\approx1+\ell/r\). The straight-step density is \(c_0=5.61\times10^6\ \mathrm{cm^{-2}}\), and the model gives:

| \(r\) (nm) | atoms | \(c/c_0\) | \(1+\ell/r\) |
|---|---|---|---|
| 2 | 177 | 1.674 | 1.515 |
| 10 | 4425 | 1.108 | 1.103 |
| 50 | 110619 | 1.021 | 1.021 |

At 2 nm the linear form is 9% below the exponential; at 10 nm it is 0.5% below. For \(r\) of atomic size the exponential itself loses its basis, because neither a smooth edge nor a constant \(\gamma\) can then be assumed.

At \(r=10\) nm the density is \(6.22\times10^6\ \mathrm{cm^{-2}}\), which means a mean adatom spacing of about 4000 nm. Most of the time there is no adatom near the island. The density next to it is an average over time, not a crowd of atoms present at once.

For a hole one atom deep, the number of missing atoms is \(N_v=\pi r^2/\Omega\). An added atom lowers \(N_v\) by one and shortens the edge, so its edge cost is \(-\Omega\gamma/r\). The sign of the exponent changes, \(\theta/\theta_0=e^{-\ell/r}\), and a hole of radius 10 nm balances a gas at 0.90 of the straight-step density.

**(d) A large reservoir holds the gas at \(\theta=\sigma\theta_0\). Which island is in balance with it, and is the balance stable?**

Setting \(\sigma=e^{\ell/r}\) and taking the logarithm gives

\[
r^*=\frac{\ell}{\ln\sigma},\qquad \sigma>1 .
\]

For \(\sigma\le1\) no island of finite radius is in balance. For \(\sigma=1.5\), \(r^*=1.030/0.4055=2.54\) nm, which is \(N^*=285\) atoms.

At fixed gas chemical potential, \(\mu_{\rm gas}=-E_f+kT\ln\sigma\), the quantity that tends to fall is

\[
G(N)=F_{\rm isl}(N)-\mu_{\rm gas}N=2\gamma\sqrt{\pi\Omega N}-NkT\ln\sigma .
\]

Its slope is \(G'=kT(\ell/r-\ln\sigma)\). From \(N=\pi r^2/\Omega\) follows \(dr/dN=r/(2N)\), so

\[
G''=-\frac{kT\,\ell}{r^2}\frac{dr}{dN}=-\frac{kT\,\ell}{2rN}<0 .
\]

The balanced island sits at a maximum of \(G\). A smaller one needs a denser gas than it has, and tends to shrink; a larger one tends to grow. This is the critical island of nucleation theory.

Single atoms arrive and leave at random, so the outcome is a matter of probability. Let the gain rate be \(g_N\propto\theta\sqrt N\), proportional to gas density and edge length. Detailed balance fixes the loss rate \(l_N\):

\[
\frac{l_{N+1}}{g_N}=\exp\left[\frac{G(N+1)-G(N)}{kT}\right].
\]

The probability \(h_N\) of reaching 1000 atoms before falling to 20 obeys \((g_N+l_N)h_N=g_Nh_{N+1}+l_Nh_{N-1}\), with \(h_{20}=0\) and \(h_{1000}=1\). With this rate law and \(\sigma=1.5\), solving the equations gives 0.001 for a start at \(0.8r^*\), 0.49 at \(r^*\), and 0.999 at \(1.2r^*\). Nothing makes the process symmetric about \(N^*\), so the middle value need not be one half.

The width of the undecided region follows from \(G''\). The function \(G\) lies \(kT/2\) below its top at a distance \(\sqrt{2r^*N^*/\ell}\approx38\) atoms from \(N^*\). A start at \(0.8r^*\) has \(0.64N^*\), about 100 atoms below \(N^*\), and so lies well outside this region.

**(e) Now let the total number of atoms be fixed. Can the island be stable? What if there are two islands?**

Let \(N+n=M\) be fixed. The total free energy is \(F=F_{\rm isl}(N)+F_{\rm gas}(M-N)\), with \(F'=\mu_{\rm isl}-\mu_{\rm gas}\). The balance condition is the same as before, but growth now depletes the gas. For a dilute gas \(\mu_{\rm gas}=kT\ln(n/S)\) and \(dn/dN=-1\), so \(d\mu_{\rm gas}/dN=-kT/n\). Together with the edge term from (d),

\[
F''=kT\left(\frac1n-\frac{\ell}{2rN}\right).
\]

The island is stable against small changes of size when \(n\ell/r<2N\). Depletion of the gas must act more strongly than the fall of \(\mu_{\rm isl}\) with size.

Take \(S=10^{12}\) sites, a square about 0.27 mm on a side, and \(M=9000\) atoms. The number of adatom arrangements can be counted for every possible \(N\) and combined with the Boltzmann factor of the island. The resulting probability has two stationary points:

- A maximum at \(N=4592\), \(r=10.19\) nm. Here \(n=4408\) and \(n\ell/r\approx446\), far below \(2N=9184\): stable.
- A minimum at \(N=72\), \(r=1.28\) nm. Here \(n=8928\) and \(n\ell/r\approx7200\), far above \(2N=144\): unstable.

Averaged over all sizes from 72 atoms upward, the sum gives a coverage ratio \(\theta/\theta_0=1.10641\). The exponential formula, evaluated at the mean island size of 4591.6 atoms, gives 1.10639. This comparison tests the continuous derivative and the gas formula within the model; it does not test the assumed edge energy.

Two equal islands sharing one gas behave differently. Move \(x\) atoms from one to the other, leaving \(n\) unchanged. The first-order changes cancel, and the second-order change is

\[
\Delta F=2\times\frac{x^2}{2}\left(-\frac{kT\,\ell}{2rN}\right)<0 .
\]

The gas term, which stabilized the single island, is absent. The pair is unstable: the larger island grows at the expense of the smaller. This is the driving force of Ostwald ripening.

**(f) Thermal motion makes the edge ripple. How far does it depart from a circle?**

Give the edge the ripple \(R=r_0+A\cos m\varphi\) with \(A\ll r\), keeping the area at \(\pi r^2\). The area is \(\pi(r_0^2+A^2/2)\), hence \(r_0\approx r-A^2/(4r)\). For small slopes \(\sqrt{R^2+R'^2}\approx R+R'^2/(2R)\), and since \(\int R'^2d\varphi=\pi m^2A^2\),

\[
P=2\pi r_0+\frac{\pi m^2A^2}{2r}
=2\pi r+\frac{\pi(m^2-1)A^2}{2r}.
\]

The case \(m=1\) costs nothing because it merely shifts the island. For \(m\ge2\) the energy is quadratic in \(A\), and classical equipartition assigns it \(kT/2\) on average:

\[
\frac{\pi\gamma(m^2-1)}{2r}\langle A^2\rangle=\frac{kT}{2}
\quad\Rightarrow\quad
\langle A^2\rangle=\frac{kT\,r}{\pi\gamma(m^2-1)} .
\]

Each \(m\) has a cosine and a sine ripple of equal strength. At a given point their contributions add to \(\langle A^2\rangle(\cos^2m\varphi+\sin^2m\varphi)=\langle A^2\rangle\). The sum over \(m\) telescopes:

\[
\sum_{m=2}^{\infty}\frac1{m^2-1}
=\frac12\sum_{m=2}^{\infty}\left(\frac1{m-1}-\frac1{m+1}\right)
=\frac12\left(1+\frac12\right)=\frac34 .
\]

The mean-square radial displacement is therefore

\[
\langle u^2\rangle=\frac{3kT\,r}{4\pi\gamma}.
\]

For \(r=10\) nm its root is 0.41 nm, or 4% of the radius. The displacement grows as \(\sqrt r\), so relative to \(r\) it falls as \(1/\sqrt r\): larger islands are closer to circles in this model. The cosine and sine ripples of one \(m\) together have a small slope: its root mean square is \(m\sqrt{\langle A^2\rangle}/r\), about \(\sqrt{kT/(\pi\gamma r)}\approx0.05\) and almost independent of \(m\). Added together down to atomic wavelengths, however, the slopes reach about 0.5, so the small-slope formula is only rough there. The terms with \(m>28\), whose wavelengths are below about 2.2 nm, supply less than 5% of the sum over \(m\). At large slopes short ripples also change the energy cost of long ones, an effect not included in the formula. If \(\gamma\) is read as the bare cost of the exact perimeter and ripples are kept down to a wavelength of two atomic spacings (\(m\approx116\)), the root-mean-square displacement rises from 0.41 to about 0.48 nm and the slopes to about 0.6. The value 0.41 nm is meant for a \(\gamma\) that is the free energy of a long edge at \(T\), with the short ripples already counted in it.

**(g) Let the line tension depend on the direction \(\varphi\) of the edge normal, \(\gamma(\varphi)=\gamma_0(1+\epsilon\cos2\varphi)\) with \(0\le\epsilon<1/3\). What replaces the circle, and how does the balance change?**

Describe a convex edge by \(p(\varphi)\), the distance from the origin to the tangent line whose normal points along \(\varphi\). The radius of curvature is \(p+p''\), and the edge element is \(ds=(p+p'')d\varphi\). After two integrations by parts the edge energy is

\[
E=\int\gamma(p+p'')\,d\varphi=\int(\gamma+\gamma'')\,p\,d\varphi,
\]

and the area is \(A=\frac12\int p(p+p'')\,d\varphi\). Small changes \(\delta p\) give

\[
\delta E=\int(\gamma+\gamma'')\,\delta p\,d\varphi,\qquad
\delta A=\int(p+p'')\,\delta p\,d\varphi .
\]

The excess chemical potential at a point of the edge is \(\Omega\) times the ratio of the integrands, \(\Omega(\gamma+\gamma'')/(p+p'')\). On a circle \(p+p''=r\), while \(\gamma+\gamma''=\gamma_0(1-3\epsilon\cos2\varphi)\). For \(\epsilon=0.1\) the excess varies by \(\pm30\%\) around the edge, so a circle cannot be in balance with a uniform gas.

Balance needs the ratio to be one constant, \(\lambda\). This is met by \(p=\gamma/\lambda\), the Wulff shape; the condition \(\epsilon<1/3\) keeps its radius of curvature positive. Its area is

\[
A=\frac1{2\lambda^2}\int(\gamma^2-\gamma'^2)\,d\varphi
=\frac{\gamma_0^2}{2\lambda^2}\left(2\pi+\pi\epsilon^2-4\pi\epsilon^2\right)
=\frac{\pi\gamma_0^2}{\lambda^2}\left(1-\frac{3\epsilon^2}{2}\right).
\]

Let \(r\) now denote the radius of the circle of equal area, \(A=\pi r^2\). Then

\[
\Omega\lambda=\frac{\Omega\gamma_0}{r}\sqrt{1-\frac{3\epsilon^2}{2}} .
\]

The local variation on a circle is of first order in \(\epsilon\), but once the shape has adjusted, the change is of second order. For \(\epsilon=0.1\) the factor is 0.992, and the exponent falls by 0.8%.

**(h) How far can the numbers be trusted for a real surface? Take the 10 nm island.**

The W(110) surface has twofold symmetry, so a direction-dependent line tension is allowed there, and the circle is an idealization. The value \(\epsilon=0.1\) is a trial value, not an estimate for tungsten. If the edge prefers long straight stretches along close-packed rows, the anisotropy is stronger, and neither the 0.8% shift of part (g) nor the ripple width of part (f) can be carried over. The line tension is also uncertain: changing it by \(\pm20\%\) at fixed \(T\) and \(r\) moves the density ratio from 1.108 to 1.086 or 1.132. The absolute density is far less certain than the ratio, because a change of 0.1 eV in \(E_f\) alters \(c_0\) by a factor \(e^{0.1/0.1034}\approx2.6\). With \(E_f=3\) eV the terrace of part (e) would hold on average only about 0.25 adatoms at \(c_0\), so the atom numbers found there belong to the chosen \(E_f\).

Some other effects can be estimated for these inputs:

- Difference instead of derivative. The cost of one more atom is a difference. Within the smooth formula for \(F_{\rm isl}\), the next Taylor term changes the excess potential by the fraction \(-1/(4N)\approx-6\times10^{-5}\). The filling of atomic rows on a real lattice is a separate effect, which can be much larger and is not included.
- A logarithmic term. Edge fluctuations may add a term of size \(kT\ln N\) to the island free energy; its coefficient is not derived here. With coefficient one it shifts the potential by \(kT/N\), or 0.2% of the excess.
- Adatom attraction. With pair energy \(w\) on four neighbour sites, the leading relative change of coverage at fixed chemical potential is \(4\theta(e^{w/kT}-1)\). For a trial \(w=0.3\) eV this is \(3\times10^{-7}\), since the gas is so dilute. A simple four-neighbour bond count has \(E_f=2w\), so \(E_f=2\) eV would go with \(w=1\) eV, for which the same expression gives \(3\times10^{-4}\), still small.
- Desorption. For equal attempt frequencies, the diffusion length \(\sqrt{D\tau}\) of an adatom with diffusion constant \(D\) and lifetime \(\tau\) on the surface is \((b/2)\,e^{\Delta/2kT}\), half the root-mean-square distance it covers, where \(b\) is the jump length and \(\Delta\) the desorption barrier minus the diffusion barrier. Trial values \(b=0.27\) nm and \(\Delta=4\) eV give 34 mm, far more than the 0.27 mm terrace of part (e). For tungsten on tungsten, \(E_f\) and the desorption energy of an adatom must add up to the cohesive energy, about 8.9 eV. With \(E_f=2\) eV and a diffusion barrier of about 0.9 eV, \(\Delta\) would then be near 6 eV and the distance longer still.

The closed terrace is a further assumption, and on an ordinary crystal it fails. Steps one atom high, about 0.22 nm, lie 0.27 mm apart only if the surface is tilted from the exact (110) plane by no more than about \(5\times10^{-5}\) degrees. A terrace as wide as that of part (e) is therefore an exception. If straight steps bound the terrace and exchange atoms freely with the gas, they hold the density beside them at \(c_0\). The island needs \(1.11c_0\) at its own edge, so without another supply of atoms it loses material to the steps and shrinks. The exponential law still gives the density with which its edge would be in balance, but the island is then not stationary. The numerical output below lists the inputs of the model and its main results.

## Calculated quantities

```
temperature = 1200 K, kT = 0.10341 eV
atomic area = 0.071 nm^2
line tension = 1.50 eV/nm = 2.403e-10 J/m
adatom formation energy = 2.00 eV
straight-step coverage = 3.984e-09 per site
straight-step adatom density = 5.612e+06 cm^-2
capillary length = 1.0299 nm
radius nm | atoms | excess eV | ratio | linear | density cm^-2
    2       177   0.05325   1.6736   1.5150  9.392e+06
    5      1106   0.02130   1.2287   1.2060  6.896e+06
   10      4425   0.01065   1.1085   1.1030  6.221e+06
   20     17699   0.00532   1.0528   1.0515  5.908e+06
   50    110619   0.00213   1.0208   1.0206  5.729e+06
mean adatom spacing at r = 10 nm: 4009 nm
supersaturation ratio = 1.50
balanced radius = 2.540 nm, atoms = 285
chain limits: 20 and 1000 atoms
growth probability at 0.8 r* = 0.0011
growth probability at 1.0 r* = 0.4896
growth probability at 1.2 r* = 0.9988
closed system: 1.0e+12 sites, 9000 atoms
stable island = 4592 atoms, r = 10.187 nm
unstable island = 72 atoms, r = 1.276 nm
mean stable island size = 4591.6 atoms
coverage ratio from explicit sum = 1.10641
coverage ratio from formula = 1.10639
Neglected effects at r = 10 nm:
ratio with line tension x 0.8 = 1.0859
ratio with line tension x 1.2 = 1.1315
anisotropy amplitude = 0.10
anisotropic/isotropic excess potential = 0.99247
rms edge displacement = 0.406 nm
discreteness, relative change of excess = -5.65e-05
log term of size kT ln N, relative change = 2.19e-03
pair attraction = 0.30 eV, 4 neighbour sites
attraction, relative coverage change = 3.04e-07
desorption minus diffusion barrier = 4.0 eV
jump length = 0.27 nm
diffusion length before desorption = 33.9 mm
```
